# Why bias enters the Anderson-impurity scattering rate with three quarters: test program

```python
"""
Second-order scattering rate of a particle-hole-symmetric Anderson impurity
between two equally coupled leads at chemical potentials +v/2 and -v/2.
Result under test, for w, T, v much smaller than G:
    hbar/tau = -2 Im Sigma_R(w) = (u^2/G) [w^2 + (pi T)^2 + (3/4) v^2]
U: interaction; G: total half-width of the level; u = U/(pi G);
w: energy from the mean chemical potential; T: k_B times temperature;
v: electron charge times bias. All are energies in one common unit.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import expit

pi = np.pi


def occupation(e, T, v, left=0.5):
    """Lead-weighted distribution; left is the left share of the coupling."""
    return left * expit(-(e - v / 2) / T) + (1 - left) * expit(-(e + v / 2) / T)


def spectral(e, G, level=0.0):
    return G / pi / ((e - level) ** 2 + G ** 2)


def phase_space(w, T, v, weight=None, left=0.5):
    """Direct double integral over the two free energies (trapezoid rule)."""
    reach = abs(w) + 1.5 * abs(v) + 45 * T
    step = T / 2
    count = int(np.ceil(reach / step))
    grid = step * np.arange(-count, count + 1)
    e1, e2 = grid[:, None], grid[None, :]
    e3 = e1 + e2 - w
    F1, F2, F3 = (occupation(e, T, v, left) for e in (e1, e2, e3))
    H1, H2, H3 = (occupation(-e, T, v, 1 - left) for e in (e1, e2, e3))
    kernel = H1 * H2 * F3 + F1 * F2 * H3
    if weight is not None:
        kernel = kernel * weight(e1, e2, e3)
    return kernel.sum() * step ** 2


def direct_rate(w, T, v, U, G, left=0.5, level=0.0):
    """Second-order hbar/tau with the full Lorentzian level."""
    def product(e1, e2, e3):
        return (spectral(e1, G, level) * spectral(e2, G, level)
                * spectral(e3, G, level))
    return 2 * pi * U ** 2 * phase_space(w, T, v, product, left)


def bracket(w, T, v):
    return w ** 2 + (pi * T) ** 2 + 0.75 * v ** 2


def law(w, T, v, U, G):
    return (U / (pi * G)) ** 2 / G * bracket(w, T, v)


def quartic(w, T, v):
    P = (pi * T) ** 2
    return (w ** 4 / 4 + 3 * w ** 2 * v ** 2 / 4 + 11 * v ** 4 / 64
            + P * w ** 2 + 7 * P * v ** 2 / 8 + 3 * P ** 2 / 4)


# --- Fock-space cluster: impurity plus two bath sites, two spins ---
def annihilators(n):
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    result = []
    for j in range(n):
        op = np.eye(1)
        for k in range(n):
            op = np.kron(op, sign if k < j else lower if k == j else one)
        result.append(op)
    return result


c = annihilators(6)
identity = np.eye(64)
h = np.array([[0., .4, .4], [.4, .6, 0.], [.4, 0., -.6]])
mode_energy, mode = np.linalg.eigh(h)
mode_weight = mode[0] ** 2


def one_body(matrix):
    return sum(matrix[i, j] * c[3 * s + i].T @ c[3 * s + j]
               for s in range(2) for i in range(3) for j in range(3))


H0 = one_body(h)
d = c[0]
HU_unit = (c[0].T @ c[0] - identity / 2) @ (c[3].T @ c[3] - identity / 2)


def cluster_self_energy(z, U, T):
    """Exact self-energy from many-body eigenstates."""
    E, S = np.linalg.eigh(H0 + U * HU_unit)
    p = np.exp(-(E - E.min()) / T)
    p /= p.sum()
    element = (S.T @ d @ S) ** 2
    green = (element * (p[:, None] + p[None, :])
             / (z - (E[None, :] - E[:, None]))).sum()
    free = (mode_weight / (z - mode_energy)).sum()
    return 1 / free - 1 / green


z_test, T_test, U_test = 0.2 + 0.3j, 0.2, 0.02
f = expit(-mode_energy / T_test)
second_order = 0
for i in range(3):
    for j in range(3):
        for k in range(3):
            factor = (1 - f[i]) * (1 - f[j]) * f[k] + f[i] * f[j] * (1 - f[k])
            second_order += (U_test ** 2 * mode_weight[i] * mode_weight[j]
                             * mode_weight[k] * factor
                             / (z_test - mode_energy[i] - mode_energy[j]
                                + mode_energy[k]))
exact_sigma = cluster_self_energy(z_test, U_test, T_test)
cluster_error = abs(exact_sigma / second_order - 1)
assert cluster_error < 0.01  # remaining difference is fourth order in U
strong_plus = cluster_self_energy(z_test, 0.5, T_test)
strong_minus = cluster_self_energy(z_test, -0.5, T_test)
assert abs(strong_plus - strong_minus) < 1e-9  # only even powers of U

# Factorized correlators in a non-thermal (inverted) Gaussian state
filled = np.array([0.3, 0.5, 0.7])
rho = expm(-one_body(mode @ np.diag(np.log((1 - filled) / filled)) @ mode.T))
rho /= np.trace(rho)
J = d @ HU_unit - HU_unit @ d
wick_error = 0.0
for t in (0.7, 2.3):
    forward = expm(1j * H0 * t)
    Jt = forward @ J @ forward.conj().T
    phase = np.exp(-1j * mode_energy * t)
    particle = (mode_weight * (1 - filled) * phase).sum()
    hole = (mode_weight * filled * phase).sum()
    greater = np.trace(rho @ Jt @ J.T)
    lesser = np.trace(rho @ J.T @ Jt)
    wick_error = max(wick_error, abs(greater - particle ** 2 * hole.conj()),
                     abs(lesser - hole ** 2 * particle.conj()))
assert wick_error < 1e-10

# --- Biased steady state from time evolution with discretized leads ---
# Tolerance: a finite band of half-width 40 G changes results by about 2 %.
levels, half_band, T_lead, v_lead = 500, 40.0, 0.1, 2.0
spacing = 2 * half_band / levels
lead_energy = -half_band + spacing * (np.arange(levels) + 0.5)
fine = np.arange(-40000, 40001) * 0.01
steady_error = 0.0
for left in (0.5, 0.7):
    matrix = np.diag(np.concatenate(([0.0], lead_energy, lead_energy)))
    hop = np.concatenate((np.full(levels, np.sqrt(left * spacing / pi)),
                          np.full(levels, np.sqrt((1 - left) * spacing / pi))))
    matrix[0, 1:] = matrix[1:, 0] = hop
    E, S = np.linalg.eigh(matrix)
    start = np.concatenate(([0.0], expit(-(lead_energy - v_lead / 2) / T_lead),
                            expit(-(lead_energy + v_lead / 2) / T_lead)))
    early = S @ (S[0] * np.exp(-1j * E * 10.0))
    for delay in (0.0, 1.0, 1.5):
        late = S @ (S[0] * np.exp(-1j * E * (10.0 + delay)))
        evolved = (start * early.conj() * late).sum()
        predicted = 0.01 * (spectral(fine, 1.0)
                            * occupation(fine, T_lead, v_lead, left)
                            * np.exp(-1j * fine * delay)).sum()
        steady_error = max(steady_error, abs(evolved - predicted))
assert steady_error < 0.015

# --- Integrals used in the reduction to one dimension ---
for s in (-1.3, 0.8, 2.5):
    pair = quad(lambda y: expit(y) * expit(s - y), -50, 50, points=[0, s])[0]
    assert abs(pair - s / (1 - np.exp(-s))) < 1e-8
for power, bose, fermi in ((1, pi ** 2 / 6, pi ** 2 / 12),
                           (3, pi ** 4 / 15, 7 * pi ** 4 / 120)):
    b = quad(lambda x: x ** power * np.exp(-x) / -np.expm1(-x), 0, 60)[0]
    a = quad(lambda x: x ** power * expit(-x), 0, 60)[0]
    assert abs(b - bose) < 1e-7 and abs(a - fermi) < 1e-7

# --- Phase space for constant level density, and its quartic moment ---
flat_error = 0.0
for w, T, v in ((0.3, 0.1, 0.5), (-0.7, 0.05, 0.2), (0.0, 0.08, 1.0)):
    flat = phase_space(w, T, v)
    flat_error = max(flat_error, abs(flat / (bracket(w, T, v) / 2) - 1))
    moment = phase_space(w, T, v, lambda a, b, e: a ** 2 + b ** 2 + e ** 2)
    assert abs(moment / quartic(w, T, v) - 1) < 1e-8
    for left in (0.6, 0.9):
        beta = 2 * left - 1
        general = (w ** 2 - beta * w * v + (0.75 - beta ** 2 / 2) * v ** 2
                   + (pi * T) ** 2) / 2
        assert abs(phase_space(w, T, v, left=left) / general - 1) < 1e-8
assert flat_error < 1e-9

# --- Full Lorentzian level: coefficients, first correction, bounds ---
small_T, small = 0.002, 0.02
unit = (1 / pi) ** 2  # u^2/G for U = G = 1
base = direct_rate(0, small_T, 0, 1, 1)
coef_T = base / (unit * small_T ** 2)
coef_w = (direct_rate(small, small_T, 0, 1, 1) - base) / (unit * small ** 2)
coef_v = (direct_rate(0, small_T, small, 1, 1) - base) / (unit * small ** 2)
assert abs(coef_T / pi ** 2 - 1) < 1e-3
assert abs(coef_w - 1) < 1e-3
assert abs(coef_v - 0.75) < 1e-3
point = (0.03, 0.01, 0.04)
loss = 1 - direct_rate(*point, 1, 1) / law(*point, 1, 1)
first_loss = 2 * quartic(*point) / bracket(*point)
assert abs(loss / first_loss - 1) < 0.05
for w, T, v in ((0.5, 0.05, 0.3), (1.0, 0.1, 1.0), (0.1, 0.2, 0.5)):
    ratio = direct_rate(w, T, v, 1, 1) / law(w, T, v, 1, 1)
    assert 1 - 2 * quartic(w, T, v) / bracket(w, T, v) <= ratio <= 1

# --- Worked example: InAs nanowire dot, rough typical values, in meV ---
U, G, kelvin, v, w = 1.5, 1.0, 0.3, 0.1, 0.05
k_meV = const.k / const.e * 1e3
hbar_meV_s = const.hbar / const.e * 1e3
T = k_meV * kelvin
u = U / (pi * G)
rate = law(w, T, v, U, G)
direct = direct_rate(w, T, v, U, G)
correction = -2 * quartic(w, T, v) / (G ** 2 * bracket(w, T, v))
assert abs(direct / rate - 1 - correction) < 0.05 * abs(correction)
equal_T = np.sqrt(3) / 2 * v / (pi * k_meV)

# Sizes of neglected effects
mass_ratio, length_nm = 0.023, 100.0
gap = (3 * pi ** 2 * const.hbar ** 2
       / (2 * mass_ratio * const.m_e * (length_nm * 1e-9) ** 2) / const.e * 1e3)
left_share, detuning, warm = 0.6, 0.1, 4.2
uneven = direct_rate(w, T, v, U, G, left=left_share) / direct - 1
local = np.arange(-4000, 4001) * 0.0005
extra_filling = 0.0005 * (spectral(local, G)
                          * (occupation(local, T, v, left_share)
                             - np.heaviside(-local, 0.5))).sum()
shifted = direct_rate(w, T, v, U, G, level=detuning) / direct - 1
warm_T = k_meV * warm
warm_law = law(w, warm_T, v, U, G)
warm_direct = direct_rate(w, warm_T, v, U, G)
assert warm_direct < warm_law

print("TESTS")
print(f"cluster self-energy, relative difference: {cluster_error:.1e}")
print(f"non-thermal factorization, largest error (U=1): {wick_error:.1e}")
print(f"lead evolution, largest difference: {steady_error:.4f}")
print(f"flat phase space, largest relative error: {flat_error:.1e}")
print(f"measured coefficient of w^2: {coef_w:.4f}")
print(f"measured coefficient of (kT)^2: {coef_T:.4f}; pi^2 = {pi**2:.4f}")
print(f"measured coefficient of (eV)^2: {coef_v:.4f}")
print(f"test point w, kT, eV in units of Gamma: {point}")
print(f"loss there: direct {loss:.6f}, first correction {first_loss:.6f}")
print("EXAMPLE")
print(f"U = {U} meV, Gamma = {G} meV, u = {u:.4f}")
print(f"T = {kelvin} K, kT = {T*1e3:.2f} ueV, pi kT = {pi*T*1e3:.2f} ueV")
print(f"eV = {v*1e3:.0f} ueV, w = {w*1e3:.0f} ueV")
print(f"w^2 = {w**2*1e6:.0f} ueV^2")
print(f"(pi kT)^2 = {(pi*T)**2*1e6:.0f} ueV^2")
print(f"(3/4)(eV)^2 = {0.75*v**2*1e6:.0f} ueV^2")
print(f"sum = {bracket(w,T,v)*1e6:.0f} ueV^2")
print(f"u^2/Gamma = {u**2/G:.4f} 1/meV")
print(f"hbar/tau from the law = {rate*1e3:.3f} ueV")
print(f"hbar/tau from the double integral = {direct*1e3:.3f} ueV")
print(f"1/tau = {rate/hbar_meV_s:.3e} 1/s")
print(f"tau = {hbar_meV_s/rate*1e9:.3f} ns")
print(f"(hbar/tau)/(2 Gamma) = {rate/(2*G)*100:.3f} %")
print(f"T with thermal term equal to bias term = {equal_T:.3f} K")
print("NEGLECTED EFFECTS")
print(f"finite Gamma: direct {100*(direct/rate-1):.2f} %, "
      f"first correction {100*correction:.2f} %")
print(f"higher orders in U, scale u^2 = {u**2:.3f}")
print(f"box: mass ratio {mass_ratio}, length {length_nm:.0f} nm")
print(f"first level gap = {gap:.2f} meV, (Gamma/gap)^2 = {(G/gap)**2:.3f}")
print(f"left share {left_share}: rate change {100*uneven:.2f} %")
print(f"left share {left_share}: U * extra filling = {U*extra_filling*1e3:.2f} ueV")
print(f"level detuned by {detuning} meV: rate change {100*shifted:.2f} %")
print(f"at {warm} K: pi kT = {pi*warm_T:.3f} meV")
print(f"at {warm} K: law {warm_law*1e3:.1f} ueV, direct {warm_direct*1e3:.1f} ueV")
print(f"at {warm} K: law/direct = {warm_law/warm_direct:.2f}")
print("all good")
```

Running it gives:

```
TESTS
cluster self-energy, relative difference: 7.9e-06
non-thermal factorization, largest error (U=1): 3.1e-17
lead evolution, largest difference: 0.0023
flat phase space, largest relative error: 2.2e-16
measured coefficient of w^2: 0.9997
measured coefficient of (kT)^2: 9.8690; pi^2 = 9.8696
measured coefficient of (eV)^2: 0.7498
test point w, kT, eV in units of Gamma: (0.03, 0.01, 0.04)
loss there: direct 0.003046, first correction 0.003060
EXAMPLE
U = 1.5 meV, Gamma = 1.0 meV, u = 0.4775
T = 0.3 K, kT = 25.85 ueV, pi kT = 81.22 ueV
eV = 100 ueV, w = 50 ueV
w^2 = 2500 ueV^2
(pi kT)^2 = 6596 ueV^2
(3/4)(eV)^2 = 7500 ueV^2
sum = 16596 ueV^2
u^2/Gamma = 0.2280 1/meV
hbar/tau from the law = 3.783 ueV
hbar/tau from the double integral = 3.719 ueV
1/tau = 5.748e+09 1/s
tau = 0.174 ns
(hbar/tau)/(2 Gamma) = 0.189 %
T with thermal term equal to bias term = 0.320 K
NEGLECTED EFFECTS
finite Gamma: direct -1.69 %, first correction -1.74 %
higher orders in U, scale u^2 = 0.228
box: mass ratio 0.023, length 100 nm
first level gap = 4.90 meV, (Gamma/gap)^2 = 0.042
left share 0.6: rate change -7.22 %
left share 0.6: U * extra filling = 4.76 ueV
level detuned by 0.1 meV: rate change -2.54 %
at 4.2 K: pi kT = 1.137 meV
at 4.2 K: law 297.0 ueV, direct 131.3 ueV
at 4.2 K: law/direct = 2.26
all good
```
